\section*{Pachner moves in the Ponzano–Regge and Turaev–Viro state sums}

\section{A case that can be summed by inspection}

The Ponzano--Regge sum assigns a spin $j\in\{0,\tfrac12,1,\dots\}$ to every edge of a triangulated three-dimensional space and adds, over the interior spins, the products of
\begin{equation}
\begin{aligned}
\text{interior edge: }&(-1)^{2j}(2j+1),\\
\text{interior triangle: }&(-1)^{j_1+j_2+j_3},\\
\text{tetrahedron: }&\text{Wigner }6j .
\end{aligned}
\label{pr}
\end{equation}
Boundary edges and triangles carry no factor.

Take one tetrahedron with all six spins zero; its weight is 1. The 1-4 move places a new vertex inside and joins it to the four corners. The triangle rule forces the four new edges to share one spin $j$. Each of the four new tetrahedra has $6j$ symbol $(-1)^{2j}/\sqrt{2j+1}$, and the six new triangles give $(-1)^{12j}=1$. The new weight is
\begin{equation}
\sum_j (2j+1)^4\,\frac{1}{(2j+1)^2}=\sum_j(2j+1)^2=\infty .
\end{equation}

The 2-3 move replaces two tetrahedra $1234$ and $1235$, which share the triangle $123$, by three tetrahedra around a new edge $45$. Let the edges of $123$ have spin 0, those to vertex 4 spin $j$, and those to vertex 5 spin $k$. The two tetrahedra give $(-1)^{2j+2k}/\sqrt{(2j+1)(2k+1)}$. Each of the three has symbol $(-1)^{j+k+x}/\sqrt{(2j+1)(2k+1)}$, where $x$ is the spin of $45$, and each new triangle has sign $(-1)^{j+k+x}$. These signs cancel in pairs, leaving
\begin{equation}
\sum_{x=|j-k|}^{j+k}\frac{(-1)^{2x}(2x+1)}{[(2j+1)(2k+1)]^{3/2}}
=\frac{(-1)^{2j+2k}}{\sqrt{(2j+1)(2k+1)}},
\end{equation}
because $\sum_x(2x+1)=(2j+1)(2k+1)$. Invariance is here the counting of states in a tensor product. The divergence is a sum of squared dimensions over infinitely many spins. For general boundary spins the 2-3 invariance still holds, although its proof then needs more than counting, and the 1-4 move still multiplies the weight by this sum of squared dimensions. A deformation with finitely many spins makes that sum finite.

\section{Networks and weights}

From here on labels are integers $a=2j$. Let $[n]=(q^n-q^{-n})/(q-q^{-1})$, with $[n]=n$ at $q=1$. A map from $m$ to $n$ points is a linear combination of planar diagrams of non-crossing strands. Diagrams are composed by stacking, and each closed loop is replaced by $-[2]$. Let $e_n$ be the cap followed by a cup on strands $n,n+1$. Define $p_0$ as the empty diagram, $p_1$ as one strand, and
\begin{equation}
p_{n+1}=p_n\otimes1-\frac{\Delta_{n-1}}{\Delta_n}(p_n\otimes1)e_n(p_n\otimes1),
\qquad \Delta_n=(-1)^n[n+1].
\label{wenzl}
\end{equation}
Closing the last strand of $p_{n+1}$ gives
\begin{equation}
\Bigl(-[2]-\frac{\Delta_{n-1}}{\Delta_n}\Bigr)p_n=\frac{\Delta_{n+1}}{\Delta_n}\,p_n,
\end{equation}
since $[2][n+1]=[n+2]+[n]$. Closing all strands therefore gives $\Delta_n$. The same partial closure gives $e_n(p_n\otimes1)e_n=(\Delta_n/\Delta_{n-1})\,p_{n-1}e_n$. Inserted in $e_np_{n+1}$, it makes the two terms of (\ref{wenzl}) cancel. By induction $p_n$ is idempotent and is annihilated by every cap or cup between neighbouring strands.

A vertex $(a,b,c)$ joins three projectors by $(a+b-c)/2$, $(b+c-a)/2$ and $(a+c-b)/2$ strands. These must be non-negative integers. Write $Y:a\otimes b\to c$ for the merging vertex and $Y'$ for its mirror image, the splitting vertex. Any other diagram between these projectors has a strand returning to its own projector and vanishes, so every map $a\otimes b\to c$ is a multiple of $Y$. For the same reason maps $c\to c'$ vanish for $c\ne c'$, and maps $c\to c$ are multiples of $p_c$.

Let $\theta(a,b,c)$ be the value of two vertices joined along their three edges. Let $\mathrm{Tet}(ijkl)$ be the value of the tetrahedral network whose four vertices are the triangles of the simplex $ijkl$, two of them being joined by the label $e_{ij}$ of their common edge. Networks may be moved over the sphere and reflected without changing their values, so no orientation is needed. The state sum is
\begin{equation}
Z=\sum_{\text{interior labels}}\;\prod_{\text{int. edges}}\Delta
\prod_{\text{int. triangles}}\frac1\theta\prod_{\text{tetrahedra}}\mathrm{Tet}.
\label{state}
\end{equation}

\subsection{Why this is (\ref{pr}) at $q=1$}

Represent a strand by spin $\tfrac12$, with $\mathrm{cap}(\uparrow\downarrow)=1=-\mathrm{cap}(\downarrow\uparrow)$ and $\mathrm{cup}(\uparrow\downarrow)=-1=-\mathrm{cup}(\downarrow\uparrow)$. A zigzag is then a straight strand and a loop is $-2$. The projector $p_n$ is the symmetrizer, because caps annihilate its image and its terms other than the identity contain cups.

Feed $Y$ with the highest state of $a$ and ask for the highest state of $c$. Every cap then sees $\uparrow\downarrow$, so the amplitude is positive. This is the Condon--Shortley phase, and hence $Y=\sqrt{|\theta|/(c+1)}\,C$ with $C$ the Clebsch--Gordan map. Each cup is minus a transposed cap, so $Y'=(-1)^{(a+b-c)/2}Y^T$. From $YY'=(\theta/\Delta_c)p_c$ and $\Delta_c=(-1)^c(c+1)$,
\begin{equation}
\theta(a,b,c)=(-1)^{(a+b+c)/2}|\theta(a,b,c)| .
\end{equation}

For the recoupling $(ab)_ec\to d$ against $a(bc)_f\to d$, the overlap of Clebsch--Gordan maps is $(-1)^{(a+b+c+d)/2}\sqrt{(e+1)(f+1)}$ times the $6j$ symbol. The same composition of network vertices is $\mathrm{Tet}/\Delta_d$. Inserting the normalizations,
\begin{equation}
\frac{\mathrm{Tet}}{(-1)^d(d+1)}=(-1)^{\frac{a+b+c-d}{2}}
\frac{\sqrt{\prod|\theta|}}{d+1}\,(-1)^{\frac{a+b+c+d}{2}}\{6j\}.
\end{equation}
The total sign is $(-1)^{a+b+c+d}=1$, so $\mathrm{Tet}=\sqrt{\prod|\theta|}\,\{6j\}$, the product running over the four triangles. An interior triangle lies in two tetrahedra, so its two roots cancel $1/|\theta|$ and leave the sign in (\ref{pr}). Boundary roots are fixed prefactors.

\section{Which labels are admissible}

Equation (\ref{wenzl}) splits $a\otimes1$ into $a+1$ and $a-1$, since its last term factors through $p_{a-1}$. Repeating this, the identity on any number of strands is a sum of maps through projectors $p_c$. Hence
\begin{equation}
1_a\otimes1_b=\sum_c\lambda_cY'_cY_c .
\end{equation}
Multiplication by $Y_c$ gives $Y_c=\lambda_c(\theta/\Delta_c)Y_c$. If $Y_c\neq0$, then $\theta\ne0$ and $\lambda_c=\Delta_c/\theta$:
\begin{equation}
1_a\otimes1_b=\sum_c\frac{\Delta_c}{\theta(a,b,c)}Y'_cY_c .
\label{fuse}
\end{equation}
At $q=1$ each vertex allowed by parity and the triangle inequality is non-zero: its basic diagram has coefficient 1, since every correction inside a projector adds an arc that returns to the same edge.

Now let $q=e^{i\pi/r}$ with integer $r\ge3$, so that $[n]=\sin(\pi n/r)/\sin(\pi/r)$. The projectors exist up to $p_{r-1}$, and $\Delta_{r-1}=0$. Closing $p_{r-1}$ with any diagram gives zero, either through this trace or through a cap. Call a map negligible if all its closures vanish. Composition or juxtaposition with other maps keeps it negligible, so negligible maps may be set to zero without changing any closed network. Then $p_{r-1}=0$, the labels are $0,\dots,r-2$, and the proof of (\ref{fuse}) holds unchanged for vertices that remain non-zero.

To find these, let $N_a$ be the matrix of tensoring with $a$. Splitting $a\otimes1$ gives $N_{a+1}=N_1N_a-N_{a-1}$. Introduce symbols $v_c$ for all integers $c$, with $v_{-2-c}=-v_c$ and $v_{2r-2-c}=-v_c$. In particular $v_{-1}=v_{r-1}=0$, so $N_1v_b=v_{b+1}+v_{b-1}$ includes both ends of the label range. The recursion is solved by
\begin{equation}
N_av_b=\sum_{k=0}^a v_{b-a+2k}.
\end{equation}
Terms paired by the two reflections cancel, leaving each $c$ once in
\begin{equation}
c=|a-b|,\,|a-b|+2,\,\dots,\,\min(a+b,\;2r-4-a-b).
\label{adm}
\end{equation}
In spins, the extra condition is $j_1+j_2+j_3\le r-2$. Every admissible triple has $\theta\ne0$, so no denominator in (\ref{state}) vanishes. All sums below run over admissible labels.

\section{The 2-3 move}

Consider a prism network: an outer triangle with edges $e_{14},e_{24},e_{34}$, an inner one with edges $e_{15},e_{25},e_{35}$, and three rungs $e_{12},e_{13},e_{23}$. It can be evaluated in two ways.

First, a triangle with three legs is a multiple of the vertex. Closing both with a vertex fixes the multiple as $\mathrm{Tet}/\theta$. Doing this for both triangles leaves one $\theta$:
\begin{equation}
\text{prism}=\frac{\mathrm{Tet}(1234)\,\mathrm{Tet}(1235)}{\theta(e_{12},e_{13},e_{23})}.
\end{equation}
If the rungs are not admissible, the prism is zero.

Second, apply (\ref{fuse}) to each pair of parallel edges $e_{i4},e_{i5}$. Between two neighbouring insertions lies a map from one fused label to the next. It vanishes unless the labels agree, so a single $x=e_{45}$ runs around the ring. The map across rung $e_{12}$ is $\mathrm{Tet}(1245)/\Delta_x$, and similarly for the others. The insertions supply $\Delta_x^3$ over three $\theta$'s, the maps supply $\Delta_x^{-3}$, and the closed ring supplies $\Delta_x$. Therefore
\begin{equation}
\sum_x\Delta_x\frac{\mathrm{Tet}(1245)\mathrm{Tet}(1345)\mathrm{Tet}(2345)}
{\theta(e_{14},e_{15},x)\theta(e_{24},e_{25},x)\theta(e_{34},e_{35},x)}
=\frac{\mathrm{Tet}(1234)\mathrm{Tet}(1235)}{\theta(e_{12},e_{13},e_{23})}.
\label{pent}
\end{equation}
The two sides are the weights after and before the move. When $123$ is inadmissible the left side is zero, as it must be, because that triangle has disappeared from the new complex and no longer enforces its own constraint.

At $q=1$, let $S$ be the sum of the nine boundary spins and $x$ the spin of edge $45$. The signs of the edge, the three new triangles and the old triangle combine to $(-1)^{5x+S}=(-1)^{x+S}$, since $4x$ is even. Equation (\ref{pent}) becomes the Biedenharn--Elliott identity
\begin{equation}
\begin{aligned}
&\sum_x(-1)^{x+S}(2x+1)\{1245\}\{1345\}\{2345\}\\
&\qquad=\{1234\}\{1235\},
\end{aligned}
\end{equation}
where $\{ijkl\}$ is the $6j$ symbol of that tetrahedron.

\section{The 1-4 move}

Join a new vertex 0 to $1,2,3,4$ by edges $x_1,\dots,x_4$. Let $W$ be the weight of the four new tetrahedra. Edge $04$ is surrounded by three tetrahedra, so (\ref{pent}), with apexes 0 and 4, performs the sum over $x_4$:
\begin{equation}
\begin{aligned}
W={}&\frac{\mathrm{Tet}(1234)}{\theta(e_{12},e_{13},e_{23})}\\
&\times\!\sum_{x_1,x_2,x_3}\!\frac{\Delta_{x_1}\Delta_{x_2}\Delta_{x_3}\,\mathrm{Tet}(0123)^2}
{\theta(x_1,x_2,e_{12})\theta(x_1,x_3,e_{13})\theta(x_2,x_3,e_{23})}.
\end{aligned}
\label{bubble}
\end{equation}

The sum over $x_1$ follows from a ring with two rungs, both labelled $e_{23}$. Its outer edges are $x_2,x_3$ and its inner edges $e_{12},e_{13}$. Fusing parallel edges gives the left side below. Replacing each of the two bubbles by $\theta/\Delta_{e_{23}}$ times a strand, and closing that strand, gives the right side:
\begin{equation}
\sum_{x_1}\frac{\Delta_{x_1}\mathrm{Tet}(0123)^2}{\theta(x_1,x_2,e_{12})\theta(x_1,x_3,e_{13})}
=\frac{\theta(x_2,x_3,e_{23})\,\theta(e_{12},e_{13},e_{23})}{\Delta_{e_{23}}}.
\label{orth}
\end{equation}
Both $\theta$'s cancel in (\ref{bubble}). Closing (\ref{fuse}) gives $\sum_c\Delta_c=\Delta_a\Delta_b$, so
\begin{equation}
\begin{aligned}
W&=\mathrm{Tet}(1234)\sum_{x_2}\Delta_{x_2}\sum_{x_3}\frac{\Delta_{x_3}}{\Delta_{e_{23}}}\\
&=\mathrm{Tet}(1234)\sum_{x_2}\Delta_{x_2}^2 .
\end{aligned}
\label{w}
\end{equation}

\subsection{Ponzano--Regge: the divergence and its cutoff}

At fixed $x_2$ the triangle rule bounds the other three labels, so each inner sum is finite. Cutting only edge $02$ at spin $L$ multiplies $\mathrm{Tet}(1234)$ by
\begin{equation}
\Lambda_L=\sum_{n=1}^{N}n^2=\frac{N(N+1)(2N+1)}6,\qquad N=2L+1,
\end{equation}
which grows as $8L^3/3$. The contribution at fixed $x_2$ is $(x_2+1)^2\,\mathrm{Tet}(1234)$, so large spins on the new edges are not suppressed.

Suppose instead that all four new edges are cut at $L$. Written with $6j$ symbols, (\ref{orth}) is a sum of non-negative terms equal to one:
\begin{equation}
\sum_{x_1}(x_1+1)(e_{23}+1)\{0123\}^2=1 .
\end{equation}
Each symbol is therefore $O(L^{-1/2})$ near the cutoff. The summand is $O(L^4\cdot L^{-2})=O(L^2)$. The two prescriptions differ in a number of terms that stays bounded for fixed boundary spins, so their relative difference is $O(1/L)$ if $\mathrm{Tet}(1234)\neq0$.

That condition matters. With spins $e_{12}=e_{13}=e_{23}=2$ and the other three equal to $\tfrac32$, the triangle rules hold but $\mathrm{Tet}=0$. The one-edge prescription then gives zero at every $L$; for the four-edge cutoff the argument gives only the bound $O(L^2)$.

Dividing by $\Lambda_L$ for each interior vertex repairs one move with fixed boundary spins as $L\to\infty$. In a closed complex the surrounding spins also run up to the cutoff, and the estimate is not uniform in them. This derivation therefore does not establish a regularized Ponzano--Regge invariant for arbitrary triangulations.

\subsection{Turaev--Viro: the finite factor}

At $q=e^{i\pi/r}$ the sum in (\ref{w}) has $r-1$ terms:
\begin{equation}
\Lambda_r=\sum_{n=1}^{r-1}\frac{\sin^2(\pi n/r)}{\sin^2(\pi/r)}
=\frac{r}{2\sin^2(\pi/r)},
\end{equation}
because $\sin^2u=(1-\cos2u)/2$ and the cosines sum to zero over $n=0,\dots,r-1$. Define
\begin{equation}
Z_{\rm TV}=\Lambda_r^{-V}Z,
\end{equation}
with $V$ the number of interior vertices. The 2-3 move leaves $V$ unchanged, and the 1-4 move raises it by one, which cancels $\Lambda_r$. Each term is finite and there are finitely many. By Pachner's theorem these moves and their inverses connect all triangulations of a closed three-manifold, so $Z_{\rm TV}$ depends on the manifold and $r$ alone.

The Turaev--Viro symbol is $\mathrm{Tet}/\prod\sqrt\theta$. Any fixed branch of each root may be used, since an interior root occurs twice. For fixed labels the weights tend to those at $q=1$ as $r\to\infty$, but the label range grows too, and $\Lambda_r\simeq r^3/(2\pi^2)$. The divergence returns as a large-$r$ limit.

\section{Worked numbers for boundary spins 1}

All quantities are dimensionless. Spin 1 is label 2, and $p_2=1+e_1/[2]$. Expanding one projector in $\theta(2,2,2)$ gives
\begin{equation}
\theta\equiv\theta(2,2,2)=\frac{\Delta_2^2}{\Delta_1}+\frac{\Delta_2}{[2]}
=-\frac{[3]([3]-1)}{[2]} .
\end{equation}
Let $T_x$ be the tetrahedral value with one edge $x$ and five edges 2. Erasing the zero edge gives $T_0=\theta$. Expanding the edge opposite $x=4$ leaves only the $e_1$ term, so $T_4=\Delta_4/[2]$. A two-rung ring with rungs 2 and 0 vanishes, because a single label cannot change from 2 to 0. Fusing it, with $\theta(2,2,0)=\Delta_2$ and $\theta(2,2,4)=\Delta_4$, gives
\begin{equation}
\frac{\theta}{\Delta_2}+\frac{\Delta_2T_2}{\theta}+\frac{\Delta_4}{[2]}=0 ,
\end{equation}
and hence the normalized symbol
\begin{equation}
\frac{T_2}{\theta^2}=\frac{[5]-[3]+1}{[3]^2([3]-1)} .
\label{six}
\end{equation}

At $q=1$, $\theta=-3$, $T_2=3/2$ and the symbol is $1/6$. The three terms of the 2-3 sum, for inner spins $0,1,2$, are
\begin{equation}
\begin{aligned}
\frac{\theta^3}{\Delta_2^3}+\frac{\Delta_2T_2^3}{\theta^3}+\frac{\Delta_4}{[2]^3}
&=-1-0.375+0.625\\
&=-0.75=\frac{T_2^2}{\theta}.
\end{aligned}
\end{equation}
At $r=5$, $\theta=-0.618034$ and $T_2=-0.145898$. Spin 2 is excluded by (\ref{adm}), and the remaining terms are $-0.055728+0.021286=-0.034442$, again equal to $T_2^2/\theta$.

For the 1-4 move at $q=1$, the four-edge cutoff was summed in exact rational arithmetic, using the standard closed Racah sum for the tetrahedral values. The last column is its result divided by the one-edge result.
\begin{center}
\begin{tabular}{rrr}
$L$ & $\Lambda_L$ & ratio\\
5 & 506 & 0.7676\\
10 & 3311 & 0.8689\\
20 & 23821 & 0.9300\\
40 & 180441 & 0.9638
\end{tabular}
\end{center}
The deficits from one at $L=10,20,40$ are $0.1311$, $0.0700$ and $0.0362$. They nearly halve when $L$ doubles, in line with $O(1/L)$. A common cutoff thus converges slowly even for small boundary spins.

For the deformed sum, (\ref{six}) and $\Lambda_r$ give
\begin{center}
\begin{tabular}{rrr}
$r$ & symbol & $\Lambda_r$\\
5 & $-0.381966$ & 7.236\\
10 & 0.145898 & 52.361\\
20 & 0.163422 & 408.635\\
100 & 0.166556 & 50677.262
\end{tabular}
\end{center}
The symbol approaches $1/6$ while the factor grows. At $r=5$ even its sign differs from the classical one. At $r=6$, where $[5]=1$ and $[3]=2$, the numerator of (\ref{six}) vanishes, so an implementation should compare $W$ with $\Lambda_r\mathrm{Tet}$ rather than divide by $\mathrm{Tet}$.

A closed example is the three-sphere made of two tetrahedra glued along all faces. The sum in (\ref{bubble}) equals $\Lambda_r\theta(e_{12},e_{13},e_{23})$, and the remaining three labels give $\sum_{a,b}\Delta_a^2\Delta_b^2=\Lambda_r^2$. The unnormalized sum is $\Lambda_r^3$, with four vertices, so
\begin{equation}
Z_{\rm TV}(S^3)=\frac{\Lambda_r^3}{\Lambda_r^4}=\frac1{\Lambda_r}.
\end{equation}
At $r=5$ direct summation over all labels gives $378.885$ for this complex. It gives $2741.641$ for the five-tetrahedron boundary of a 4-simplex, which has five vertices. Division by $\Lambda_5^4$ and $\Lambda_5^5$ respectively gives $0.138197$ in both cases.

\section{Points for an implementation}

Store doubled spins, so that parity and (\ref{adm}) are integer tests, and apply (\ref{adm}) before evaluating any weight. For small labels the networks can be contracted directly as matrices on two-state strands, with
\begin{equation}
\mathrm{cup}=\begin{pmatrix}0&-q\\1&0\end{pmatrix},\qquad
\mathrm{cap}=\mathrm{cup}^{-1},
\end{equation}
whose loop value is $-q-q^{-1}=-[2]$. This evaluates $\theta$ and $\mathrm{Tet}$ from their definitions and fixes every sign. The matrix dimension doubles with each strand, so a closed sum is more practical for large labels. In such a sum the quantum factorials reach nearly $10^{121}$ at $r=100$, and a product of three such factors exceeds the range of double-precision numbers. Alternating multiplications and divisions, or working with logarithms, can avoid this overflow.

Numbers in the example were calculated in double precision.
